# Contact Photocurrent Sign Reversal Without Band Bending: A Photothermoelectric Model

A focused laser is scanned along a semiconductor strip with a metal contact at each end. The contacts are held at the same voltage and the current is recorded against the spot position. The signal is strong near the contacts, weak in the middle, and opposite in sign at the two ends. In a second strip, of the other carrier type, both signs are reversed. Does this pattern show that the bands bend at the contacts?

## The belief and its appeal

The belief is that such a map is an image of the built-in fields. It has a sound basis. In a depleted n-type contact the field points from the semiconductor to the metal, so photogenerated electrons are driven into the strip and holes into the metal. The field is reversed at the other contact and in a depleted p-type strip. If carriers created far from the contacts recombine before they reach them, band bending therefore accounts for the localization and both reversals.

The inference from the map back to the bending needs more: no other mechanism may give the same pattern. Heating does give it. The laser warms one metal-semiconductor junction more than the other, and the strip becomes a thermocouple. The derivation below puts no band bending into the channel at all.

## Current from a temperature difference

Let the channel occupy $0<x<L$, with metal leads outside it. Current is positive along $+x$ inside the device. The two contacts are identical, all properties are uniform across the width $W$, and the heating is small enough for linear response. The current per unit width is

$$
\mathbf j=-G_s(\nabla\Phi+S\nabla T),
$$

where $G_s$ is the sheet conductance, $S$ the Seebeck coefficient and $\Phi$ the electrochemical potential expressed as a voltage. No current leaves through the side edges, so the width average of $j_x$ is $I/W$ at every $x$. Averaging the transport law over the width gives

$$
\frac{I}{WG_s}=-\frac{d\langle\Phi\rangle}{dx}-S\frac{d\theta}{dx},
$$

with $\theta$ the width-averaged temperature rise. Integrate from one cold lead end to the other. The term in $\Phi$ vanishes because the ends are shorted, once the voltage drops at the contact resistances are moved to the left, where they join the total resistance $R$. With temperature continuous at the junctions,

$$
\begin{aligned}
IR&=-S_m[\theta(0)-0]-S_c[\theta(L)-\theta(0)]-S_m[0-\theta(L)]\\
&=(S_c-S_m)[\theta(0)-\theta(L)].
\end{aligned}
$$

Here $c$ denotes the channel and $m$ the metal. The spot need not fill the width, since only averages enter.

The carrier type enters through $S_c$. For electrons, a gradient of the equilibrium occupation $f$ at fixed energy $E$ is

$$
\nabla f=\left(-\frac{\partial f}{\partial E}\right)\left[\nabla\mu+\frac{E-\mu}{T}\nabla T\right],\qquad \nabla\mu=-e\nabla\Phi .
$$

The particle flux runs along $-\nabla f$, and the charge current along $+\nabla f$. Summing over energies with each energy's share of the conductivity gives $\mathbf j=-G_s\nabla\Phi+G_s\langle E-\mu\rangle\nabla T/(eT)$, so $S=-\langle E-\mu\rangle/(eT)$. Measuring energy $\varepsilon$ from the band edge, and repeating the argument for holes,

$$
S_c=\mp\frac{k}{e}\left(\frac{\langle\varepsilon\rangle}{kT}-\eta\right),
$$

with the upper sign for electrons. The reduced Fermi level $\eta$ is measured from the band edge into the band. If the relaxation time varies as $\varepsilon^r$, the weight of each energy is $\varepsilon^{r+3/2}(-\partial f/\partial\varepsilon)$. In the dilute limit this gives $\langle\varepsilon\rangle/kT=r+5/2$, which is 2 for acoustic-phonon scattering, $r=-1/2$.

A hot left contact thus drives a negative current in an n-type channel and a positive one in a p-type channel, provided $|S_c|>|S_m|$. The reversal point is $S_c=S_m$, which need not coincide with $S_c=0$.

## The temperature difference made by the spot

Let $K$ be the thermal conductivity times the film thickness, $g$ the heat conductance to the substrate per area, and $p$ the width-averaged absorbed power per area. With insulated side edges,

$$
-(K\theta')'+g\theta=p .
$$

Only $\theta(0)-\theta(L)$ is needed. Define $D(x)$ by

$$
-(KD')'+gD=\delta(x)-\delta(x-L),
$$

with $D$ zero far out in both leads. Multiply the equation for $\theta$ by $D$ and integrate by parts twice. The end terms vanish and

$$
\int pD\,dx=\int\theta[-(KD')'+gD]\,dx=\theta(0)-\theta(L).
$$

So $D(x)$ is the junction temperature difference per unit line power at $x$. It is odd about $L/2$. With $\ell=\sqrt{K/g}$, the decaying solution in the left lead and the odd solution in the channel are

$$
D=Be^{x/\ell_m}\quad(x<0),\qquad
D=B\frac{\sinh[(L/2-x)/\ell_c]}{\sinh(L/2\ell_c)}\quad(0<x<L).
$$

They agree at $x=0$. Integrating the equation for $D$ across that point gives $K_mD'(0^-)-K_cD'(0^+)=1$. Inserting the slopes and writing $Y=K/\ell=\sqrt{Kg}$,

$$
B=\frac{1}{Y_m+Y_c\coth(L/2\ell_c)} .
$$

For a long channel $B\to1/(Y_m+Y_c)$: heat leaves the junction through lead and channel in parallel. For $L\ll\ell_c$, $\coth(L/2\ell_c)\to2\ell_c/L$. If also $L\ll2K_c/Y_m$, then $B\to L/(2K_c)$, because the channel then equalizes the two junction temperatures. The emf vanishes with $L$, and so does the current as long as the contacts and leads keep $R$ finite.

A Gaussian beam of power $P$ and $1/e^2$ intensity radius $w$, lying inside the width, gives $p=(aP/W)\,G(x-x_0)$. Here $G$ is a normalized Gaussian of standard deviation $s=w/2$, and $a(x)$ is the absorptance. Folding the right half of the device onto the left, for $a$ symmetric about $L/2$,

$$
\theta(0)-\theta(L)=\frac PW\int_{-\infty}^{L/2}aD(x)\,[G(x-x_0)-G(L-x-x_0)]\,dx .
$$

In this range $D>0$. The bracket is also positive when $x_0<L/2$, because

$$
(L-x-x_0)^2-(x-x_0)^2=(L-2x)(L-2x_0)>0 .
$$

The model current therefore has one sign for all spots left of the middle and the other sign for all spots right of it.

Now let only the metal absorb. The overlap of its left part with the spot is

$$
Q(u)=\int_{-\infty}^{0}e^{x/\ell_m}G(x-u)\,dx .
$$

Completing the square in the exponent,

$$
\frac{x}{\ell_m}-\frac{(x-u)^2}{2s^2}=-\frac{(x-u-s^2/\ell_m)^2}{2s^2}+\frac{u}{\ell_m}+\frac{s^2}{2\ell_m^2},
$$

leads to

$$
Q(u)=\tfrac12\exp\!\left(\frac{u}{\ell_m}+\frac{s^2}{2\ell_m^2}\right)\operatorname{erfc}\!\left[\frac{1}{\sqrt2}\left(\frac us+\frac{s}{\ell_m}\right)\right].
$$

The right lead contributes the mirrored term with a minus sign, so

$$
I(x_0)=\frac{(S_c-S_m)\,aPB}{WR}\,[Q(x_0)-Q(L-x_0)] .
$$

For well-separated contacts the maximum lies on the metal, not at its edge. Integration by parts gives $Q'(u)=Q(u)/\ell_m-G(u)$. For every $u\ge0$ the part of the Gaussian on the metal is largest at the edge, so $Q(u)<\ell_mG(u)$ and $Q'(u)<0$: moving the spot from the channel to the edge, and on past it, raises the signal.

## A number

Take a 50 nm silicon film on 145 nm of oxide, doped to $10^{19}\ \mathrm{cm^{-3}}$, with leads like nickel silicide. Let $L=W=4$ µm. The beam has 1 mW, $w=1$ µm and a wavelength of 1550 nm. Its photon energy, 0.80 eV, is below the 1.12 eV gap, so the model has no band-to-band pair generation by single photons. The silicide absorbs a fraction 0.30.

With $g=9.66\times10^6\ \mathrm{W\,m^{-2}K^{-1}}$, $K_m=2.44\times10^{-6}$ and $K_c=1.50\times10^{-6}\ \mathrm{W/K}$, the decay lengths are 0.50 µm in the metal and 0.39 µm in the channel, and $B=0.115\ \mathrm{K\,m/W}$. The largest signal occurs with the spot 0.35 µm inside the metal edge, where $Q=0.314$ and the other contact contributes negligibly:

$$
\theta(0)-\theta(L)=\frac{0.30\times10^{-3}\times0.1154}{4\times10^{-6}}\times0.314=2.72\ \mathrm K .
$$

The Boltzmann integrals with $r=-1/2$ and density-of-states masses of 1.08 and 1.0 $m_e$ give $S_c=-266$ µV/K for n type and $+257$ µV/K for p type; hole masses of 0.81 and 1.15 $m_e$ would give 231 and 274 µV/K. $S_m$ is set to 5 µV/K. The resistances are 2254 and 2926 Ω, for an assumed low-resistance contact whose limits are discussed below. Hence

$$
I_n=\frac{(-265.9-5)\times10^{-6}\times2.72}{2254}=-327\ \mathrm{nA},
$$

$$
I_p=\frac{(256.5-5)\times10^{-6}\times2.72}{2926}=+234\ \mathrm{nA}.
$$

At the mirrored position on the right contact the signs are $+$ and $-$. With the spot 1 µm inside the channel the n-type current has fallen to $-17$ nA, and in the middle it is zero. The full map is in the numerical output. All three features of the band-bending pattern are present.

As a test, the heat and current equations were solved in two dimensions with the spot off the centre line. Three spot positions were taken for each type: the two peaks and a point 0.5 µm inside the channel. The largest deviation from the formula was 0.16% of the formula's value.

## Does the absolute sign decide?

One might hope that the two mechanisms differ in sign at a given contact. To find out, consider pair generation in a channel with bent bands, at uniform temperature. Let $\phi_n,\phi_p$ be the quasi-Fermi potentials, written as voltages. Both are zero in equilibrium and at the ideal contacts. To first order in the light,

$$
J_n=-\sigma_n\phi_n',\qquad J_p=-\sigma_p\phi_p',
$$

with equilibrium conductivities, since the gradients are already of first order. The light-induced change of the electrostatic potential has dropped out.

Suppose one pair per second is created at $x_0$ and none recombines. Then $J_p$ rises by $e$ at $x_0$, and $J_n$ falls by $e$. Define

$$
F_{n,p}(x)=\frac{\int_0^x dx'/\sigma_{n,p}}{\int_0^L dx'/\sigma_{n,p}} .
$$

Since $\phi_p$ vanishes at both ends, $\int_0^L J_p/\sigma_p\,dx=0$. This gives $J_p(0)+e[1-F_p(x_0)]=0$. The same step for electrons gives $J_n(0)=e[1-F_n(x_0)]$. The sum is

$$
I_{\rm pair}=e\,[F_p(x_0)-F_n(x_0)] .
$$

In flat, uniform bands both $F$ equal $x_0/L$ and the current is zero. This survives recombination: the total current is uniform, and its integral over $x$ is $-\int(\sigma_n\phi_n'+\sigma_p\phi_p')\,dx=0$ for constant conductivities.

Now let the bending be symmetric and monotonic from each contact to the middle, with uniform mobilities. In n-type depletion $\sigma_n$ is lowest at the contacts, so the slope of $F_n$ decreases from the left contact to the middle. $F_n$ is concave there and lies above the line $x/L$. Since $\sigma_p\propto1/\sigma_n$, $F_p$ is convex and lies below it. The current is negative on the left half. For p-type depletion the bending is reversed and the current is positive.

These are the signs of the thermal model. The reason is common to both: majority carriers move from the illuminated contact into the channel, in one case because the field pushes them, in the other because they diffuse away from heat. Accumulation is different. An n-type accumulated contact gives a positive pair current on the left, opposite to the thermal one.

A model channel 400 nm long, with 0.2 V of bending over 16 nm, illustrates this. For a pair created 20 nm from the left contact, the current is $-0.444e$ for n-type depletion, $+0.444e$ for p-type depletion and $+0.443e$ for n-type accumulation. These values come from the linearized drift-diffusion equations solved together with Poisson's equation, and at six positions they agree with the formula for $I_{\rm pair}$ to within $0.005e$.

Without recombination the n-type signal is still $-0.197e$ at 120 nm. With a minority diffusion length of 40 nm it falls from $-0.367e$ at 20 nm to $-0.030e$ at 120 nm. In this case recombination makes the pair signal local, as heat loss to the substrate makes the thermal signal local.

## If the bands do bend

The thermal result does not show that real contacts are flat. The estimate below indicates that, for the parameters used here and with temperature continuous at the junction, bending changes the emf only slightly. In an n-type depletion layer of width $d$ and bending $V_b(1-x/d)^2$, local transport gives $S(x)-S_c\approx-V_b(1-x/d)^2/T$, if the change of $\langle\varepsilon\rangle$ is ignored. The average of the parabola is $V_b/3$. For $d\ll\ell_c\ll L$ the temperature gradient in the layer is about $-\theta(0)/\ell_c$, so the emf changes by

$$
\delta V\approx-\frac{V_b}{3T}\,\frac{d}{\ell_c}\,\theta(0).
$$

For a 0.65 eV barrier, $V_b=0.626$ V and $d=9.0$ nm. Direct integration then increases the emf by 5.7% at fixed junction temperature. A barrier much larger than $kT/e$ hardly shows in this emf, because little of the temperature drop falls across so thin a layer. It does show in the contact resistance, and so in the current. The use of local transport in a 9 nm layer, through which carriers also tunnel, makes this an estimate. It also leaves out any temperature jump at the interface, which could add a larger emf if it falls across the barrier.

## How far the example represents a real device

The film and oxide thicknesses are chosen inputs, and the silicide resistivity of 15 µΩ cm is a rough value. The contact resistivity, $10^{-6}\ \Omega\,\mathrm{cm^2}$, is the least secure input, because it depends steeply on doping and barrier. It contributes 1000 Ω to $R$. Ten times the value would raise the n-type resistance to about 11 kΩ and lower the current to about 65 nA, with the emf unchanged. The true range is wider. A WKB estimate of thermionic-field emission at $10^{19}\ \mathrm{cm^{-3}}$ gives $10^{-4}$ to $7\times10^{-3}\ \Omega\,\mathrm{cm^2}$ for a 0.65 eV electron barrier and $6\times10^{-6}$ to $4\times10^{-4}\ \Omega\,\mathrm{cm^2}$ for a 0.47 eV hole barrier, depending on tunnelling mass, image-force lowering and Richardson constant. The thermal currents would then be about 0.1 to 7 nA for n type and 2 to 80 nA for p type, with the same signs. The values 327 and 234 nA therefore describe contacts with lower barriers or heavier doping at the interface; for 0.65 eV, $10^{-6}\ \Omega\,\mathrm{cm^2}$ needs several times $10^{19}\ \mathrm{cm^{-3}}$.

For the emf, the scattering law and the treatment of the interface are the largest of the assumptions that were sized. Pure ionized-impurity scattering, $r=3/2$, would give $S_c=-431$ µV/K and raise the n-type emf by a factor of 1.6. Phonon drag is omitted and was not estimated. A thermal boundary conductance of $2\times10^8\ \mathrm{W\,m^{-2}K^{-1}}$ at the silicide edge would lower the current by 18%, if the temperature jump there is given the metal's Seebeck coefficient, but would raise the n-type emf by a factor of about 1.5 to 1.8 if the jump falls across the 0.65 eV barrier, for which a tunnelling estimate gives $|S|\approx530$ to $800$ µV/K; a boundary resistance of $10^{-8}\ \mathrm{m^2K/W}$ under the film would raise it by 8%. The substrate surface is held at ambient temperature in the model; its own warming would add several percent to the junction temperature difference. None of these changes reverses the sign.

The 0.80 eV photons can still lift carriers over the contact barriers, taken as 0.65 eV for electrons and 0.47 eV for holes. An escape-cone estimate, with a metal Fermi energy of 5 eV and an escape depth of 20 nm, gives an emitted current of about 3 nA for n type and 14 nA for p type. These are 1% and 6% of the thermal currents found with $10^{-6}\ \Omega\,\mathrm{cm^2}$, but that comparison flatters heating. Image-force lowering of the barriers by about 0.12 to 0.13 eV raises the emitted currents to about 10 and 26 nA. With the larger contact resistances that these barriers imply, up to half of the emitted current reaches the external circuit while the thermal current falls. Photoemission is then about 0.7 to 17 times the thermal current for n type and 0.1 to 8 times for p type. Emitted carriers enter the channel from the illuminated metal, so this current too has the thermal sign. Sub-gap light removes ordinary pair generation, but it does not by itself leave heating as the sole candidate.

## What the map can support

Magnitude carries information that the sign pattern lacks. With the spot at the peak position, 76% of the beam falls on the metal, so the absorbed power is $0.30\times0.76\times1$ mW $=0.23$ mW. At one electron per photon this corresponds to 0.28 mA. The thermal n-type current of 327 nA is thus about $10^{-3}$ electrons per absorbed photon, whereas the pair model delivers up to about 0.46 electrons per pair near a contact. The two model devices differ, so this is no prediction of a ratio. It does show that a collection efficiency of tens of percent would be far beyond heating with the parameters used here. Above-gap light on silicon may well produce such a current, and band bending may then be the right explanation. The evidence for it would be the efficiency, not the position and sign of the peaks.

Conversely, if a contact is known independently to be accumulated, the sign separates the two models treated here. If it is depleted, the sign does not. A peak displaced onto the metal agrees with heating by an absorbing lead, but the displacement found here assumes that the channel absorbs nothing. Each of these observations tests a mechanism under stated conditions. The localized, reversing photocurrent alone leaves both mechanisms standing.

## Numbers as computed

```
channel L, width W, each lead: 4.0, 4.0, 4.0 um
film, oxide thickness: 50, 145 nm
kappa film, oxide, substrate: 30, 1.4, 150 W/(m K)
silicide resistivity: 15 uOhm cm; kappa 48.9 W/(m K)
doping: 1.0e+19 cm^-3; temperature 300 K
mobility n, p: 100, 65 cm2/Vs
DOS mass n, p: 1.08, 1.00 m_e
contact resistivity: 1.0e-06 Ohm cm2
laser: 1.0 mW, 1550 nm, waist 1.0 um
photon energy, gap: 0.800, 1.12 eV
silicide absorptance: 0.30; S_m 5 uV/K
g oxide: 9.655e+06 W/(m2 K)
K metal, channel: 2.443e-06, 1.500e-06 W/K
decay length metal, channel: 0.503, 0.394 um
B: 0.1154 K m/W
n: eta -0.911; S_c -265.9 uV/K
n: S Maxwell -261.6, impurity -431.0 uV/K
n: sheet 1248 Ohm/sq; total R 2254 Ohm
p: eta -0.780; S_c 256.5 uV/K
p: S Maxwell 251.6, impurity 420.8 uV/K
p: sheet 1920 Ohm/sq; total R 2926 Ohm
peak position: -0.350 um (metal is x<0)
junction temperature difference at peak: 2.720 K
hottest point at peak: 8.35 K above ambient
n: peak emf -0.7369 mV, I -326.9 nA
p: peak emf 0.6840 mV, I 233.7 nA
map: x0 (um), I n-type (nA), I p-type (nA)
  -2.0    -31.95     22.85
  -1.0   -196.85    140.76
   0.0   -273.04    195.24
   1.0    -17.14     12.26
   2.0     -0.00      0.00
   3.0     17.14    -12.26
   4.0    273.04   -195.24
   5.0    196.85   -140.76
   6.0     31.95    -22.85
2D solver vs formula, worst deviation: 0.164 %
pair model: L 400 nm, bending 0.2 V, width 16.1 nm, doping 1e+18 cm^-3
pair model places (nm): 5 20 60 120 200 380
n depletion (e/pair): -0.454 -0.444 -0.345 -0.197 -0.000 0.444
p depletion (e/pair): 0.454 0.444 0.345 0.197 0.000 -0.444
n accumulation (e/pair): 0.453 0.443 0.345 0.197 -0.000 -0.443
n depl., 40 nm diffusion length: -0.452 -0.367 -0.135 -0.030 0.000 0.367
flat bands, largest: 1.4e-20 e/pair
contact bending 0.626 V, 9.0 nm: emf +5.7 %
photoemission barriers n, p: 0.65, 0.47 eV
photoemission estimate n, p: 2.9, 14.1 nA
two-photon current bound: 0.16 pA
edge boundary resistance: I -17.6 %
film-oxide boundary resistance: I +8.1 %
substrate rise: 0.80 K; oxide spreading/K_c: 4.5 %
free-carrier absorptance of channel: 4.3e-04
```
